\section*{Hankel Transforms of Zernike Polynomials and the In-Focus Fields of Aberrations}

\section{Two cases done by hand}

A circular lens pupil of unit radius, uniformly filled, images a point into a field proportional to $\int_0^1 J_0(v\rho)\,\rho\,d\rho$, where $\rho$ is the pupil radius and $v$ a scaled image radius. Since $\frac{d}{dx}[xJ_1(x)]=xJ_0(x)$,
\begin{equation}
\int_0^1 J_0(v\rho)\,\rho\,d\rho=\frac{1}{v^2}\Big[xJ_1(x)\Big]_0^v=\frac{J_1(v)}{v}.
\label{airy}
\end{equation}
This is the Airy amplitude.

Now weight the pupil with $2\rho^2-1$, the Zernike polynomial of defocus. With $\rho J_0(v\rho)=\frac{d}{d\rho}[\rho J_1(v\rho)/v]$, one integration by parts gives
\begin{equation}
\int_0^1\rho^3J_0(v\rho)\,d\rho=\frac{J_1(v)}{v}-\frac2v\int_0^1\rho^2J_1(v\rho)\,d\rho
=\frac{J_1(v)}{v}-\frac{2J_2(v)}{v^2},
\end{equation}
where the last integral used $\frac{d}{dx}[x^2J_2]=x^2J_1$. Twice this result minus \eqref{airy} is $J_1/v-4J_2/v^2$. The recurrence $4J_2/v=J_1+J_3$ removes $J_1$:
\begin{equation}
\int_0^1(2\rho^2-1)J_0(v\rho)\,\rho\,d\rho=-\frac{J_3(v)}{v}.
\end{equation}
Two Bessel functions have merged into one, of order one above the polynomial's degree, with a minus sign. The general statement, for integers $n\ge m\ge0$ with $n-m$ even and $k=(n-m)/2$, is
\begin{equation}
\boxed{\int_0^1R_n^m(\rho)J_m(v\rho)\,\rho\,d\rho=(-1)^k\,\frac{J_{n+1}(v)}{v}}
\label{main}
\end{equation}
for $v>0$.

\section{The polynomials and their moments}

Define $R_n^m$ as $\rho^m$ times a polynomial of degree $k$ in $\rho^2$, orthogonal with weight $\rho$ on $[0,1]$ to $\rho^m,\rho^{m+2},\dots,\rho^{n-2}$, and normalized by $R_n^m(1)=1$. Orthogonality fixes it up to a factor, and the value at 1 fixes the factor. With $t=\rho^2$, I claim that
\begin{equation}
R_n^m=\frac{\rho^{-m}}{k!}\,\frac{d^k}{dt^k}w(t),\qquad w(t)=t^{k+m}(t-1)^k .
\label{rod}
\end{equation}

\emph{Form.} The powers in $w$ run from $t^{k+m}$ to $t^{2k+m}$. After $k$ derivatives they run from $t^m$ to $t^{m+k}$, and the factor $\rho^{-m}$ turns these into $\rho^m,\dots,\rho^{m+2k}=\rho^n$. The leading coefficient is
\begin{equation}
c_n=\frac{1}{k!}\frac{(2k+m)!}{(k+m)!}=\frac{n!}{k!\,(k+m)!}.
\end{equation}

\emph{Value at 1.} By the product rule, a term survives at $t=1$ only if all $k$ derivatives act on $(t-1)^k$. They give $k!$, so the value is 1.

\emph{Orthogonality.} Let $M_s=\int_0^1R_n^m\rho^{m+2s}\rho\,d\rho$, with $R_n^m$ taken from \eqref{rod}. Since $\rho^{-m}\rho^{m+2s}=t^s$ and $\rho\,d\rho=dt/2$,
\begin{equation}
M_s=\frac{1}{2\,k!}\int_0^1t^s\frac{d^kw}{dt^k}\,dt
=\frac{(-1)^k}{2\,k!}\int_0^1\frac{d^kt^s}{dt^k}\,w\,dt .
\end{equation}
The boundary terms of the $k$ integrations by parts contain at most $k-1$ derivatives of $w$. These still carry a factor $t$ and a factor $t-1$, so they vanish at both ends. For $s<k$ the derivative of $t^s$ is zero and $M_s=0$, which is the required orthogonality. This proves \eqref{rod}.

For $s\ge k$ the derivative is $s!\,t^{s-k}/(s-k)!$. Writing $(t-1)^k=(-1)^k(1-t)^k$ cancels the sign, and a beta integral remains:
\begin{align}
M_s&=\frac{1}{2\,k!}\frac{s!}{(s-k)!}\int_0^1t^{s+m}(1-t)^k\,dt
=\frac{1}{2\,k!}\frac{s!}{(s-k)!}\,\frac{(s+m)!\,k!}{(s+m+k+1)!}\notag\\
&=\frac{s!\,(s+m)!}{2\,(s-k)!\,(s+m+k+1)!}.
\label{moment}
\end{align}

The norm follows at once. In $\int(R_n^m)^2\rho\,d\rho$, replace one factor by its powers; all but the leading one integrate to zero. Since $2k+m+1=n+1$,
\begin{equation}
\int_0^1(R_n^m)^2\rho\,d\rho=c_nM_k=\frac{n!}{k!(k+m)!}\,\frac{k!(k+m)!}{2(n+1)!}=\frac{1}{2(n+1)}.
\label{norm}
\end{equation}

\section{Proof of the transform}

Insert the power series
\begin{equation}
J_m(v\rho)=\sum_{s=0}^\infty\frac{(-1)^s}{s!\,(s+m)!}\Big(\frac v2\Big)^{m+2s}\rho^{m+2s}.
\end{equation}
It converges uniformly on $0\le\rho\le1$, so it may be integrated term by term. Each term needs one moment \eqref{moment}, whose numerator cancels $s!(s+m)!$:
\begin{equation}
\int_0^1R_n^mJ_m(v\rho)\rho\,d\rho=\frac12\sum_{s=k}^\infty\frac{(-1)^s(v/2)^{m+2s}}{(s-k)!\,(s+m+k+1)!}.
\end{equation}
Put $s=k+j$. Then $m+2s=n+2j$ and $s+m+k+1=n+1+j$, so
\begin{align}
\int_0^1R_n^mJ_m(v\rho)\rho\,d\rho&=\frac{(-1)^k}{2}\sum_{j=0}^\infty\frac{(-1)^j(v/2)^{n+2j}}{j!\,(j+n+1)!}\notag\\
&=\frac{(-1)^k}{2}\,\frac{2}{v}\,J_{n+1}(v),
\end{align}
because the series of $J_{n+1}$ has the powers $(v/2)^{n+1+2j}$. This is \eqref{main}.

At small $v$ the right side tends to $(-1)^kv^n/[2^{n+1}(n+1)!]$. Its value at $v=0$ is $\frac12$ for $n=0$ and zero otherwise. The power $v^n$ has two sources: the series of $J_m(v\rho)$ starts at $v^m$, and orthogonality removes its first $k$ terms, each worth a factor $v^2$. A high-order term therefore leaves the centre of the image dark. As a numerical instance, $n=3$, $m=1$, $v=5$ gives $-0.07824647$ both by quadrature of the left side and from $-J_4(5)/5$.

\section{From the transform to the image field}

Take a scalar field, a point object and a pupil function $P(\rho,\theta)$. Let $v=2\pi\,\mathrm{NA}\,r/\lambda$, where $r$ is the image radius, $\lambda$ the wavelength and NA the image-side numerical aperture. At image azimuth $\phi$,
\begin{equation}
U(v,\phi)=\frac1\pi\int_0^{2\pi}\!\!\int_0^1P\,e^{iv\rho\cos(\theta-\phi)}\rho\,d\rho\,d\theta .
\label{U}
\end{equation}
This is the pupil mean of $P$ times a plane-wave factor, so $U(0)=1$ for $P=1$.

For $P=R_n^m\cos m\theta$ use $e^{ix\cos\alpha}=\sum_qi^qJ_q(x)e^{iq\alpha}$. For $m>0$ the $\theta$ integral keeps $q=\pm m$. Since $i^{-m}J_{-m}=i^{-m}(-1)^mJ_m=i^mJ_m$, both terms have the same coefficient, and
\begin{equation}
\int_0^{2\pi}\cos m\theta\;e^{iv\rho\cos(\theta-\phi)}d\theta=2\pi i^mJ_m(v\rho)\cos m\phi .
\end{equation}
For $m=0$ the single term $q=0$ gives the same formula. With \eqref{main},
\begin{equation}
U_n^m(v,\phi)=2\,i^m(-1)^k\,\frac{J_{n+1}(v)}{v}\cos m\phi .
\label{term}
\end{equation}
Sine terms follow by turning the pupil and image axes together through $\pi/(2m)$.

A general pupil symmetric about the $x$ axis is $P=\sum\beta_{nm}R_n^m\cos m\theta$. By \eqref{norm} the pupil mean of $(R_n^m\cos m\theta)^2$ is $(1+\delta_{m0})/[2(n+1)]$, so
\begin{equation}
\beta_{nm}=\frac{2(n+1)}{1+\delta_{m0}}\,\big\langle P\,R_n^m\cos m\theta\big\rangle,\qquad U=\sum_{n,m}\beta_{nm}U_n^m ,
\label{beta}
\end{equation}
where $\langle\cdot\rangle$ is the pupil mean.

The $\beta_{nm}$ belong to the complex pupil function. An aberration is a phase $\Phi$ with $P=e^{i\Phi}$, and its coefficients are not the $\beta_{nm}$. For $\Phi=0.7R_3^1\cos\theta+0.5R_4^0$ (radians), the sum \eqref{beta} up to $n=24$ agreed with direct quadrature of \eqref{U} to $3\times10^{-16}$ at five image points with $v\le8$. Two phase coefficients thus called for a whole series of Bessel terms.

\section{Weak aberrations}

To first order in $\Phi=\sum a_{nm}R_n^m\cos m\theta$, one Bessel term per phase coefficient does suffice:
\begin{equation}
U\approx\frac{2J_1(v)}{v}+i\sum_{n,m}a_{nm}U_n^m(v,\phi).
\label{first}
\end{equation}
The error has a simple bound. From $e^{i\Phi}-1-i\Phi=-\int_0^\Phi(\Phi-s)e^{is}ds$, the modulus of the remainder is at most $\Phi^2/2$. The plane-wave factor in \eqref{U} has modulus one, hence at every image point
\begin{equation}
|U-U_{\text{first order}}|\le\tfrac12\langle\Phi^2\rangle .
\label{bound}
\end{equation}

The factor $i\cdot i^m$ sorts the aberrations. For odd $m$ the added field is real, like the Airy amplitude, and changes the intensity $|U|^2$ at first order. For even $m$ it is imaginary, and the intensity changes at second order. A stronger statement holds at any strength. If all $m$ are even, then $\Phi(\theta+\pi)=\Phi(\theta)$. Conjugating \eqref{U} and replacing $\theta$ by $\theta+\pi$ restores the plane-wave factor and leaves $e^{-i\Phi}$, so $U[\Phi]^*=U[-\Phi]$. The in-focus intensity therefore cannot tell the sign of such an aberration.

\section{Coma: a shifted contour and an uneven ring}

Let $\Phi=aR_3^1\cos\theta$ with $R_3^1=3\rho^3-2\rho$. Here $k=1$ and $i\cdot i\cdot(-1)=+1$, so
\begin{equation}
U\approx\frac2v\big[J_1(v)+aJ_4(v)\cos\phi\big].
\label{coma}
\end{equation}

A resist with a sharp threshold prints a contour of constant intensity. Let the ideal contour have radius $v_0$, inside the first dark ring. Its level is set relative to the axial intensity, which coma leaves unchanged at first order. Since $\frac{d}{dv}(J_1/v)=-J_2/v$, keeping $U$ fixed requires
\begin{equation}
-\frac{2J_2(v_0)}{v_0}\,\delta v+\frac{2aJ_4(v_0)}{v_0}\cos\phi=0
\;\Rightarrow\;\delta v=a\,\frac{J_4(v_0)}{J_2(v_0)}\cos\phi .
\label{shift}
\end{equation}
A radius change proportional to $\cos\phi$ is, at this order, a displacement of the whole circle by $aJ_4/J_2$ along $x$.

Two cases show what this means. For a small contour, $J_4\approx v^4/384$ and $J_2\approx v^2/8$, so the displacement tends to $av_0^2/48$. At this order it vanishes towards the peak, and contours at different levels are displaced differently. For pure tilt, $\Phi=a\rho\cos\theta$, \eqref{term} gives the added field $-2aJ_2\cos\phi/v$ and a displacement $-a$ at every level. This is right, since tilt merely replaces the coordinate $x$ by $x+a$ in \eqref{U}. Beyond the first dark ring, formula \eqref{shift} fails near the zeros of $J_2$, the crests of the bright rings, where the intensity has no slope to fix an edge.

On the first bright ring $J_1<0$ while $J_4>0$. For $a>0$ the ring is therefore weakened on the side $+x$, to which the contour moves, and strengthened on the opposite side.

\section{Numbers for a contact hole}

Take $\lambda=13.5$ nm, $\mathrm{NA}=0.33$, a coma coefficient of 0.40 nm (0.14 nm rms over the pupil) and a contour at 30\,\% of the axial intensity. Then
\begin{equation}
a=\frac{2\pi\times0.40}{13.5}=0.1862,\qquad \frac{r}{v}=\frac{13.5\ \text{nm}}{2\pi\times0.33}=6.511\ \text{nm}.
\end{equation}
The ideal contour has $v_0=2.0818$, or a radius of 13.55 nm. With $J_2(v_0)=0.37075$ and $J_4(v_0)=0.03922$, the displacement is
\begin{equation}
0.1862\times\frac{0.03922}{0.37075}=0.0197\;\rightarrow\;0.128\ \text{nm}.
\end{equation}
Quadrature with the full phase gives 0.129 nm; the first-order value is 0.6\,\% lower. The peak itself moves by only 0.0004 nm.

The bright ring lies at $v=5.1356$, or 33.4 nm, with $J_1=-0.33967$ and $J_4=0.39684$. The intensities at $\pm x$ are
\begin{equation}
\Big[\frac{2(-0.3397\pm0.0739)}{5.1356}\Big]^2=0.0107\ \text{and}\ 0.0259,
\end{equation}
against 0.0175 without aberration. The full phase gives 0.0106 and 0.0257. Coma too weak to move the hole by 1\,\% of its width thus makes one side of the ring 2.4 times as bright as the other. Spherical aberration $R_4^0$ of equal coefficient changes the ring only from 0.0175 to 0.0179, as the parity rule suggests. The largest error of the first-order field found along three image directions is 0.002164, just below the bound \eqref{bound} of 0.002166. It occurs at the axis, where the plane-wave factor is 1 and the bound is nearly attained. Halving $a$ divides it by 4.00, as a second-order error should.

\section{What the model leaves out}

The wavelength and aperture are those of extreme-ultraviolet scanners; the other inputs are rough values for that regime. The table keeps the coma and adds one effect at a time. Each contour is taken at 30\,\% of that case's own axial intensity.

\begin{center}
\begin{tabular}{lcc}
Case & width (nm) & shift (nm)\\
Scalar point image & 27.1 & 0.129\\
Vector field, unpolarized & 27.4 & 0.126\\
Defocus by 15 nm & 27.2 & 0.136\\
Resist blur, $\sigma=4$ nm & 29.2 & 0.149\\
20 nm hole, axial source & 27.9 & 0.207\\
20 nm hole, annular source & 28.2 & 0.200
\end{tabular}
\end{center}

The vector case includes the image-side radiometric factor $(1-\mathrm{NA}^2\rho^2)^{-1/4}$; the mask-side factor for fourfold reduction is omitted and would add 0.0004 nm to the shift. The defocus is that at either face of a 30 nm film focused at its middle. The annular source is a ring of eight points at 0.6 of the pupil radius.

Among the effects in the table, the finite object changes the shift most: a 20 nm hole with an axial source raises it by 0.078 nm. The largest single contribution follows from \eqref{moment}. Under axial illumination the hole fills the pupil with amplitude $2J_1(y)/y\approx1-y^2/8$, where $y=(10/6.511)\rho=1.536\rho$. This is $1-q\rho^2$ with $q=0.295$. The product $(1-q\rho^2)R_3^1$ contains $R_1^1=\rho$ with coefficient
\begin{equation}
4\int_0^1(1-q\rho^2)R_3^1\rho^2d\rho=-4qM_1=-\frac{4q}{24}=-\frac q6 .
\end{equation}
The uneven filling thus turns part of the coma into tilt of strength $-aq/6$. Tilt of strength $b$ displaces the image by $-b$, here by $+aq/6=0.0092$, or 0.060 nm. This estimate keeps the edge slope of the point image and the quadratic approximation to the filling; with the exact filling the tilt gives 0.053 nm. The filling also dims the whole image, which by itself cannot move a contour set relative to the axial intensity. To separate this out, scale the filling so that the unaberrated axial field is again 1. The tilt then contributes 0.061 nm and the changed shape of the unaberrated field 0.015 nm. The remaining 0.002 nm comes from the other changes in the coma field and from the changes in the two fields acting together.

Three further effects are estimated by order of magnitude.
\begin{itemize}
\item \emph{Photon noise.} At a dose of 15 mJ/cm$^2$, taken as uniform inside the contour, and 20\,\% absorption, about 1200 photons of 91.8 eV are absorbed within the contour. The centroid of that many random points in a uniform disc scatters by half the radius over the root of their number, 0.20 nm along one axis. For a single hole this is comparable with the coma shift of the point image; which of the two is larger depends on the dose profile and on how the resist turns photons into an edge. The noise differs from hole to hole, whereas the coma shift is common to identical holes imaged under the same conditions. The coma shift does depend on hole size, as the table shows for a point and a 20 nm hole.
\item \emph{Mask shadow.} A 60 nm absorber lit at $6^\circ$ casts a double-pass shadow of $2\times60\tan6^\circ/4=3.2$ nm at wafer scale, for fourfold reduction. Referred to the reflecting plane this is a loss of width; referred to the top of the absorber the open strip is also displaced, by half that amount. The estimate puts the reflection at the mirror surface, whereas in a Mo/Si multilayer it occurs effectively some 50 nm deeper, which roughly doubles the shadow. Its size suggests that the thin-mask picture may not be reliable to tenths of a nanometre, in width or in placement.
\item \emph{Scatter.} Six mirrors with 0.1 nm rms roughness scatter about 5\,\% of the light.
\end{itemize}
Diffraction within the mask absorber and the variation of mirror reflectance over the pupil are not sized. The latter also makes the pupil amplitude uneven, so by the mechanism just derived it can convert coma into tilt. The numerical output that follows lists the values of the table with more digits.

\section*{Numbers as computed}
\begin{verbatim}
Hankel identity, largest error, n<=12, v<=40: 6.2e-16
n=3 m=1 v=5.0: quadrature -0.07824647, formula -0.07824647
strong phase (0.7 coma, 0.5 spherical rad), series n<=24 error: 3.3e-16
wavelength 13.5 nm, NA 0.33, contour level 0.3
coma coefficient: 0.40 nm = 0.1862 rad
coma rms wavefront: 0.1414 nm
image length per unit v: 6.5109 nm
first-order field error: max 0.002164, bound 0.002166
error ratio when coma is halved: 3.997
ideal contour radius v0: 2.0818 = 13.554 nm
J2(v0) 0.37075, J4(v0) 0.03922
centre shift, formula: 0.01970 in v = 0.1282 nm
centre shift, full pupil: 0.01982 in v = 0.1290 nm
formula/full shift ratio: 0.9940
peak shift, full pupil: 0.000351 nm
bright ring v: 5.1356 = 33.437 nm
J1(ring) -0.33967, J4(ring) 0.39684
ring intensity, no aberration: 0.01750
ring intensity +x, -x, first order: 0.01071, 0.02594
ring intensity +x, -x, full pupil: 0.01056, 0.02567
ring intensity, equal spherical coefficient: 0.01793
film 30.0 nm, blur sigma 4.0 nm, hole 20.0 nm, source radius 0.6
case: width nm, centre shift nm, ring +x, ring -x (relative to axis)
  scalar point image: 27.134, 0.1290, 0.01061, 0.02578
  vector + radiometric: 27.374, 0.1262, 0.01062, 0.02580
  defocus at film face: 27.155, 0.1362, 0.01161, 0.02682
  resist blur: 29.249, 0.1494, 0.00913, 0.02323
  finite hole, axial source: 27.944, 0.2073, 0.00659, 0.01965
  finite hole, annular source: 28.222, 0.2001, 0.00676, 0.01990
axial intensity: in focus 0.9957, film face 0.9831, blurred 0.8338
photon energy: 91.84 eV
contour dose 15.0 mJ/cm2, absorbed fraction 0.2
absorbed photons in the contour: 1179
photon-noise centre scatter, one axis: 0.198 nm
absorber 60.0 nm, tilt 6.0 deg, reduction 4.0
mask shadow width at wafer scale: 3.15 nm
6 mirrors, roughness 0.1 nm: scattered fraction 0.0520
\end{verbatim}
